# Does a zero-bias tunnelling thickness series determine the barrier height?

## Question

I have the zero-bias conductance per area \(G\) of a set of insulating films, 1.0 to 2.0 nm thick, between metal electrodes. The plot of \(\ln G\) against thickness is a good straight line. Taking a tunnelling mass of 0.5 electron masses, I read a barrier height of 3.1 eV from the slope. A colleague describes the same line with 1.55 eV and a mass of 1.0. Surely halving the barrier must change the decay? Would more thicknesses or better data show which of us is right, and if not, what would?

## Answer

More thicknesses will not settle it. In the uniform-barrier model the exponential decay depends on mass times height, and your two pairs have the same product. The complete conductances do differ, through their prefactors, but that difference is hard to use. A voltage scale is what separates the pairs.

### Why the product appears

Let the barrier be rectangular, with thickness \(d\), height \(\phi\) above the electrode Fermi level, and isotropic parabolic mass \(m\). At zero bias and low temperature the current is carried by electrons at the Fermi level, which I take as the zero of energy. For motion straight across the film,

\[
-\frac{\hbar^2}{2m}\psi''+\phi\,\psi=0
\quad\Rightarrow\quad
\psi''=\kappa^2\psi,\qquad \kappa=\frac{\sqrt{2m\phi}}{\hbar}.
\]

The amplitude decays as \(e^{-\kappa d}\) and the probability as \(e^{-2\kappa d}\). With \(m_0\) the free-electron mass,

\[
3.1\ \mathrm{eV}\times0.5\,m_0=1.55\ \mathrm{eV}\times1.0\,m_0=1.55\ \mathrm{eV}\,m_0 .
\]

Both pairs therefore have \(\kappa=6.378\ \mathrm{nm^{-1}}\) and \(2\kappa=12.757\ \mathrm{nm^{-1}}\). The lower barrier does make decay slower at fixed mass, but here the heavier mass compensates for it.

### What wave matching adds

Let both electrodes have mass \(m_e\) and normal wavevector \(k_z\). To the left of the film the wave is \(e^{ik_zx}+Re^{-ik_zx}\); to the right it is \(t\,e^{ik_z(x-d)}\). Both \(\psi\) and \(\psi'/m\) are continuous, the second so that current is conserved where the mass changes. Define

\[
r=\frac{\kappa/m}{k_z/m_e},\qquad C=\cosh\kappa d,\qquad S=\sinh\kappa d .
\]

The solution inside that matches the outgoing wave at \(x=d\) is

\[
\psi(x)=t\left[\cosh\kappa(x-d)+\frac{i}{r}\sinh\kappa(x-d)\right].
\]

At \(x=0\), continuity of \(\psi\) gives the first relation below. Continuity of \(\psi'/m\), divided by \(ik_z/m_e\), gives the second:

\[
1+R=t\left(C-\frac{i}{r}S\right),\qquad
1-R=-ir\,t\left(-S+\frac{i}{r}C\right)=t\,(C+irS).
\]

Adding them removes \(R\):

\[
2=t\left[2C+i\left(r-\frac1r\right)S\right].
\]

The electrodes are identical, so the transmission is \(T=|t|^2\). Using \(C^2=1+S^2\) and \(1+\tfrac14(r-1/r)^2=\tfrac14(r+1/r)^2\),

\[
T=\frac{1}{C^2+\frac14(r-1/r)^2S^2}
=\frac{1}{1+\frac14(r+1/r)^2S^2}.
\]

For \(\kappa d\gg1\), \(S\simeq e^{\kappa d}/2\), and

\[
T\simeq\frac{16}{(r+1/r)^2}\,e^{-2\kappa d}.
\]

The exponential contains only \(m\phi\), while the prefactor contains \(r\). For a very thin film there is no exponential regime and this separation is lost. Your thinnest film has \(\kappa d=6.4\), well inside the thick-barrier limit.

### Electrons arriving at an angle

A film also transmits electrons with wavevector \(k\) parallel to its plane. This wavevector is conserved, so inside the barrier the decay constant becomes \(q=\sqrt{\kappa^2+k^2}\). Each parallel state contributes \((2e^2/h)T\), including spin, and there are \(k\,dk/2\pi\) such states per area. Keep the exponential \(T=e^{-2qd}\) for now, and let the electrode bands be wide enough to extend the integral to infinity. Since \(k\,dk=q\,dq\),

\[
G=\frac{2e^2}{h}\frac1{2\pi}\int_\kappa^\infty q\,e^{-2qd}\,dq
=\frac{2e^2}{h}\frac{e^{-2\kappa d}}{2\pi}\,\frac{2\kappa d+1}{4d^2}.
\]

The integral was done by parts: it equals \(e^{-2\kappa d}[\kappa/(2d)+1/(4d^2)]\). At this level even the prefactor depends on \(\kappa\) alone, and both pairs give 13.5 S/cm² at 1.5 nm.

The thickness in the prefactor matters when you read the slope:

\[
-\frac{d\ln G}{dd}=2\kappa+\frac2d-\frac{2\kappa}{2\kappa d+1}
=2\kappa+\frac1d+\frac{1}{d(2\kappa d+1)} .
\]

A plot of \(\ln(Gd)\) removes the \(1/d\) term. The last term is only \(0.03\ \mathrm{nm^{-1}}\) at 1.5 nm.

### Numbers for your two pairs

I take free-electron electrodes with a band depth of 5 eV, five thicknesses from 1.0 to 2.0 nm, and the full matched transmission summed over \(k\).

- For 3.1 eV and \(0.5\,m_0\), the fitted decay of \(G\) is 13.46 nm⁻¹, and that of \(Gd\) is 12.77 nm⁻¹.
- For 1.55 eV and \(1.0\,m_0\), the corresponding values are 13.53 and 12.84 nm⁻¹.
- As a contrast, 1.55 eV with \(0.5\,m_0\) gives 9.08 nm⁻¹ for \(Gd\). The slope does respond when the product changes.

If the raw slope of \(\ln G\) is equated to \(2\kappa\), the inferred products are 1.72 and 1.74 eV \(m_0\), about 11% and 12% above the true 1.55. The slope of \(\ln(Gd)\) gives 1.553 and 1.570 instead.

The two fitted slopes differ by about 0.6%, although the ideal decays are identical. The cause is the matching prefactor. At \(k=0\), inserting \(\kappa\) and \(k_z\) gives \(r^2=\phi m_e/(mE_F)\), with \(E_F=5\) eV the band depth. Thus \(r=1.11\) for your pair and \(0.56\) for your colleague's. As \(k\) grows, \(q\) rises and \(k_z\) falls, so \(r\) rises. This moves your \(r\) away from 1 and lowers the prefactor; it moves your colleague's towards 1 and raises it. Thicker films concentrate the current near \(k=0\), so the average prefactor rises with thickness in your case and falls in the other. The second decay is therefore slightly steeper. A 0.6% error in the thickness scale would have the same effect on a slope.

Could the absolute conductance decide? At 1.5 nm the matched values are 52.1 and 41.8 S/cm², a ratio of 1.247. Making a film thinner by \(\delta\) multiplies its conductance by about \(e^{\beta\delta}\), where \(\beta\simeq13.5\ \mathrm{nm^{-1}}\) is the fitted decay of \(G\), so the reduction in thickness that imitates this ratio is

\[
\delta=\frac{\ln1.247}{13.5\ \mathrm{nm^{-1}}}=0.016\ \mathrm{nm}.
\]

That is far below an atomic spacing. The prefactor carries information in principle, but using it requires the electrode properties, the active area and the absolute thickness to matching accuracy.

### A voltage separates the pairs

An applied voltage \(V\) adds an energy \(eV\) that can be compared with \(\phi\). Let \(E\) be the energy measured from the emitter Fermi level. At low temperature the current comes from \(-eV<E<0\). Write \(E=-eVw\), \(x=sd\) and \(v=eV/\phi\), where \(w\) and \(s\) run from 0 to 1. The local barrier is

\[
\phi-E-eVs=\phi\,[1+v(w-s)].
\]

In the semiclassical (WKB) approximation, with the exponential alone,

\[
\frac JV=\frac{2e^2}{h}\frac1{2\pi}\int_0^1\!dw\int_0^\infty\! k\,dk\,
\exp\!\left[-2d\int_0^1\!ds\sqrt{\kappa^2[1+v(w-s)]+k^2}\right].
\]

At fixed \(\kappa\) and \(d\), voltage enters through \(eV/\phi\) alone. In this approximation the lower barrier shows the same nonlinearity at half the voltage. This form holds for \(eV<\phi\), while the barrier spans the whole film.

The first correction at normal incidence shows how the effect starts. Put \(a=w-\tfrac12\). The averages of \(w-s\) and \((w-s)^2\) over \(s\) are \(a\) and \(a^2+\tfrac1{12}\). With \(\sqrt{1+\epsilon}\simeq1+\epsilon/2-\epsilon^2/8\), the transmission relative to zero bias is

\[
\exp\!\left[-\kappa d\,va+\frac{\kappa d\,v^2}{4}\left(a^2+\frac1{12}\right)\right]
\simeq1-\kappa d\,va+\frac{(\kappa d)^2v^2a^2}{2}
+\frac{\kappa d\,v^2}{4}\left(a^2+\frac1{12}\right).
\]

Averaging over \(w\) gives \(\langle a\rangle=0\) and \(\langle a^2\rangle=\tfrac1{12}\). The normal-incidence chord conductance is therefore larger than its zero-bias value by the factor

\[
1+\left(\frac{eV}{\phi}\right)^2\frac{\kappa d(\kappa d+1)}{24},
\qquad \kappa d\,\frac{eV}{\phi}\ll1 .
\]

With the exponential alone, the sum over \(k\) at 1.5 nm gives these values of \(J/(GV)\):

| Bias | 3.1 eV, \(0.5\,m_0\) | 1.55 eV, \(1.0\,m_0\) |
|---|---:|---:|
| 0.01 V | 1.00004 | 1.00016 |
| 0.5 V | 1.10 | 1.46 |
| 1.0 V | 1.46 | 4.12 |

At 10 mV both films are ohmic to within 0.02%. At 0.5 V they are clearly different, and the value 1.46 recurs at 1.0 V for the higher barrier, as the scaling requires. The matching prefactor, left out here, also changes with bias. For the electrodes used above it lowers the 1.55 eV values by about 6% at 0.5 V and 21% at 1.0 V, so the scaling is only approximate in a matched calculation, but the pairs stay well separated. The fields at 0.5 and 1.0 V are 3.3 and 6.7 MV/cm, below a rough breakdown field of 10 MV/cm.

### Recovering both parameters

A thicker film of the same material offers another route. If the field \(F\) brings the barrier down to the Fermi level inside the film, the tunnelling length is \(L=\phi/(eF)\). The exponent for a Fermi-level electron is

\[
2\kappa\int_0^L\sqrt{1-\frac xL}\,dx=\frac{4\kappa L}{3}=\frac BF,
\qquad B=\frac{4\kappa\phi}{3e}.
\]

The thickness series supplies \(\kappa\), so

\[
\phi=\frac{3eB}{4\kappa},\qquad m=\frac{\hbar^2\kappa^2}{2\phi}.
\]

The two pairs have \(B=264\) and \(132\) MV/cm. Take \(\kappa\) as half the fitted decay of \(Gd\). For your pair, with \(B=26.364\) V/nm,

\[
\phi=\frac{3\times26.364}{4\times6.3835}\ \mathrm{eV}=3.10\ \mathrm{eV},
\qquad \frac m{m_0}=\frac{1.5525}{3.0975}=0.50 .
\]

The other pair returns 1.54 eV and \(1.02\,m_0\). These are noise-free model slopes at 8 and 10 MV/cm. At 8 MV/cm the 3.1 eV barrier needs a film thicker than \(3.1/0.8=3.9\) nm, and the upper field is already at the rough breakdown value. In measured data the field dependence of the current prefactor must be removed before \(B\) is read. The two formulas also assume a parabolic band and a uniform barrier. For the two-band barrier described below, with a gap of 9 eV, a height of 3.1 eV and a band-edge mass of \(0.5\,m_0\), they would return 3.4 eV and \(0.30\,m_0\).

### Does room temperature help?

Thermal energy is also a scale, but a weak one here. Energy \(E\) changes the effective height to \(\phi-E\). Averaging over the thermal window, for which \(\langle E^2\rangle=\pi^2(k_BT_{\rm th})^2/3\) at temperature \(T_{\rm th}\), gives

\[
\frac{G(T_{\rm th})}{G(0)}\simeq1+\frac{\pi^2}{6}(k_BT_{\rm th})^2\frac{1}{G}\frac{d^2G}{d\phi^2}.
\]

Let \(y=2\kappa d\), so \(G\propto(1+y)e^{-y}\) at fixed \(d\). At fixed mass \(y^2/\phi\) is constant and \(dy/d\phi=y/(2\phi)\). Hence

\[
\frac{d}{d\phi}(1+y)e^{-y}=-\frac{y^2}{2\phi}e^{-y},\qquad
\frac{d^2}{d\phi^2}(1+y)e^{-y}=\frac{y^3}{4\phi^2}e^{-y},
\]

\[
\frac{G(T_{\rm th})}{G(0)}\simeq1+\frac{\pi^2}{6}\left(\frac{k_BT_{\rm th}}{\phi}\right)^2\frac{y^3}{4(1+y)} .
\]

At 300 K and 1.5 nm, the thermal average of this exponential-only conductance, taken without the expansion, raises \(G\) by 1.0% for your pair and 4.1% for the other. The fitted decays fall by 0.01 and 0.06 nm⁻¹.

### How this compares with real gate stacks

A barrier near 3 eV and a mass of 0.4 to 0.5 \(m_0\) are rough values for thin silicon dioxide. The 1.55 eV, \(1.0\,m_0\) alternative is far from typical for that oxide; knowing the material, not the slope, is what makes it implausible. Silicon electrodes would also break the metallic-electrode assumption, an effect not sized here. Two other simplifications can be sized.

**Image force.** Electrode polarization lowers the barrier. Summing the image charges of an electron midway between two metal plates gives a lowering

\[
\frac{e^2}{8\pi\varepsilon d}\left[1+\sum_{n=1}^{\infty}\left(\frac1{2n-1}+\frac1{2n+1}-\frac1n\right)\right]=\frac{e^2\ln2}{4\pi\varepsilon d},
\]

because the bracket equals \(2\ln2\). With a rough optical relative permittivity of 2.1 this is 0.32 eV at 1.5 nm. It does not scale with \(\phi\), so it affects the low barrier more. With the position-dependent lowering included, the normal-incidence exponent slopes become 12.27 and 11.77 nm⁻¹, a 4% separation. Raising the second mass to \(1.09\,m_0\) makes the fitted slopes equal again. The largest remaining mismatch in \(\ln T\), after a constant shift, is 0.025, equivalent to about 0.002 nm of thickness.

**Non-parabolic band.** A two-band model with gap \(E_g\) has \(\epsilon(\epsilon+E_g)=P^2k_x^2\), where \(\epsilon\) is energy from the conduction-band edge and \(k_x\) the wavevector across the film. Matching the band-edge mass fixes \(P^2=\hbar^2E_g/(2m)\). Setting \(\epsilon=-\phi\) and \(k_x=i\kappa\) gives

\[
\kappa^2=\frac{2m\phi}{\hbar^2}\left(1-\frac{\phi}{E_g}\right).
\]

For a rough gap of 9 eV, the decays become 10.33 and 11.61 nm⁻¹, reductions of 19% and 9%. Your pairs are then no longer equivalent if the quoted masses are band-edge masses. But 1.55 eV with \(0.79\,m_0\) reproduces the decay of 3.1 eV with \(0.5\,m_0\). The curve of allowed pairs has changed shape; it has not shrunk to a point.

For a high-k layer on an interlayer of fixed thickness, the zero-bias WKB exponent at normal incidence is \(2\kappa_1d_1+2\kappa_2d_2\). Varying \(d_2\) alone gives \(2\kappa_2\), so the same ambiguity applies to the high-k layer.

I would refit the series as \(\ln(Gd)\) and report only the product \(m\phi\), under the parabolic, uniform-barrier assumption. If your 3.1 eV came from equating the raw slope of \(\ln G\) to \(2\kappa\), that slope includes about \(0.69\ \mathrm{nm^{-1}}\) from the \(1/d\) term over this thickness range. Removing it lowers the product from 1.55 to \(1.55\,(12.07/12.76)^2\simeq1.4\ \mathrm{eV}\,m_0\). The ambiguity between mass and height is unchanged. To quote a height, you need a second piece of information and a barrier model that suits the film. The second piece can be an independently known mass, or the current over a range of bias with \(\kappa\) held to the thickness series.

The choice of model matters. Suppose the parabolic, uniform model is fitted to the exponential-only ratio \(J/(GV)\) at 1.5 nm and 1.0 V, with \(\kappa\) held to half the thickness decay of the barrier being fitted. For the two-band barrier above, whose true height is 3.1 eV, it returns 4.4 eV. For the parabolic 3.1 eV barrier with image force it returns 2.7 eV. Likewise, a band-edge mass belongs in the two-band formula for \(\kappa\), not in the parabolic one. A height from either route should therefore be quoted together with the model used to obtain it.

## Table of computed values

```
Electrode band depth: 5.0 eV; mass 1.0 m0
Thickness series: 1.00, 1.25, 1.50, 1.75, 2.00 nm
Pair A: height 3.10 eV, mass 0.50 m0
  product 1.550 eV m0; kappa 6.3783 1/nm
  ideal decay 2 kappa: 12.7566 1/nm
  matched G: 4.631e+04, 1.522e+03, 5.213e+01, 1.837e+00, 6.608e-02 S/cm2
  fitted decay of G: 13.4561 1/nm
  fitted decay of G*d: 12.7670 1/nm
  product read from G: 1.7247 eV m0
  product read from G*d: 1.5525 eV m0
Pair B: height 1.55 eV, mass 1.00 m0
  product 1.550 eV m0; kappa 6.3783 1/nm
  ideal decay 2 kappa: 12.7566 1/nm
  matched G: 3.900e+04, 1.245e+03, 4.181e+01, 1.453e+00, 5.174e-02 S/cm2
  fitted decay of G: 13.5277 1/nm
  fitted decay of G*d: 12.8386 1/nm
  product read from G: 1.7431 eV m0
  product read from G*d: 1.5700 eV m0
Control: 1.55 eV, 0.50 m0; decay of G*d 9.0782 1/nm
Matched G ratio A/B at 1.5 nm: 1.2467
Thickness offset giving that ratio: 0.0173 nm
WKB G at 1.5 nm, both pairs: 13.5067 S/cm2
Pair A: J/(G V) at 0.01, 0.5, 1.0 V: 1.00004, 1.10272, 1.46325
Pair B: J/(G V) at 0.01, 0.5, 1.0 V: 1.00016, 1.46325, 4.11520
Field at 0.5 V and 1.5 nm: 3.33 MV/cm
Field at 1.0 V and 1.5 nm: 6.67 MV/cm
Rough breakdown field (input): 10 MV/cm
Fields used for high-field slope: 8 and 10 MV/cm
Pair A: high-field slope B 263.64 MV/cm
  recovered height 3.0975 eV; mass 0.5012 m0
Pair B: high-field slope B 131.82 MV/cm
  recovered height 1.5401 eV; mass 1.0194 m0
Temperature: 300 K; thermal energy 0.02585 eV
Pair A: thermal G factor at 1.5 nm 1.01004; decay change -0.0137 1/nm
Pair B: thermal G factor at 1.5 nm 1.04122; decay change -0.0559 1/nm
Optical permittivity (rough input): 2.1
Image lowering at centre of 1.5 nm: 0.3169 eV
Pair A: image-force exponent slope 12.2650 1/nm
Pair B: image-force exponent slope 11.7656 1/nm
Mass at 1.55 eV restoring image-force slope: 1.0867 m0
Largest remaining mismatch in ln T: 0.02533
Band gap (rough input): 9.0 eV
Pair A: two-band decay 10.3285 1/nm
Pair B: two-band decay 11.6062 1/nm
Mass at 1.55 eV restoring two-band slope: 0.7919 m0
```
